# When a Ladder Magnon Spectrum Is Gapless: The Exchange-Splitting Condition: test program

```python
"""Result under test: a spin-flip ladder with local interaction U_L, built on
Green functions with exchange splitting Delta, has its uniform magnon at
    omega(0) = Delta - U_L * m,
so it is gapless only if Delta is generated by U_L itself (Delta = U_L * m).
m: moment n_up - n_dn per site; n: electrons per site; D: spin-wave stiffness.
Energies and temperatures are in units of the hopping t (hbar = k_B = 1),
wave numbers in inverse lattice constants.
For a frequency-dependent W the condition is a ladder eigenvalue equal to 1.
"""
import numpy as np
from scipy import sparse
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit


def magnon_root(flip_energy, weight, u_ladder):
    """Lowest solution of 1 = u_ladder * sum(weight / (flip_energy - omega))."""
    def denominator(omega):
        return 1.0 - u_ladder * np.sum(weight / (flip_energy - omega))
    return brentq(denominator, -60.0, flip_energy.min() - 1e-9, xtol=1e-13)


# ---- Many-body check: six-site ring, three up electrons, one spin flip ----
sites, u_ring = 6, 15.0
modes = 2 * sites
z_string = sparse.diags([1.0, -1.0])
lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])


def annihilator(mode):
    op = sparse.identity(1)
    for j in range(modes):
        factor = z_string if j < mode else lower if j == mode \
            else sparse.identity(2)
        op = sparse.kron(op, factor, format="csr")
    return op


c = [annihilator(j) for j in range(modes)]      # first six up, last six down
cd = [op.T.tocsr() for op in c]
h_ring = sparse.csr_matrix(c[0].shape)
for j in range(sites):
    nxt = (j + 1) % sites
    for s in (0, sites):
        h_ring = h_ring - cd[j + s] @ c[nxt + s] - cd[nxt + s] @ c[j + s]
    h_ring = h_ring + u_ring * (cd[j] @ c[j] @ cd[j + sites] @ c[j + sites])


def create_k(index, spin_offset):
    k = 2 * np.pi * index / sites
    return sum(np.exp(1j * k * j) / np.sqrt(sites) * cd[j + spin_offset]
               for j in range(sites))


filled = (-1, 0, 1)
polarized = np.zeros(2**modes, complex)
polarized[0] = 1.0
for index in filled:
    polarized = create_k(index, 0) @ polarized
e_polarized = np.vdot(polarized, h_ring @ polarized).real
s_minus = sum(cd[j + sites] @ c[j] for j in range(sites))
rotated = s_minus @ polarized
rotation_residual = np.linalg.norm(h_ring @ rotated - e_polarized * rotated)
assert np.linalg.norm(rotated) > 1.0 and rotation_residual < 1e-10

ring_error = 0.0
for q_index in range(sites):
    flips = np.array([create_k(i + q_index, sites)
                      @ (create_k(i, 0).conj().T @ polarized)
                      for i in filled]).T
    projected = flips.conj().T @ (h_ring @ flips)
    lowest = np.linalg.eigvalsh(projected)[0] - e_polarized
    k_occ = 2 * np.pi * np.array(filled) / sites
    q_ring = 2 * np.pi * q_index / sites
    flip = (u_ring * len(filled) / sites
            - 2 * np.cos(k_occ + q_ring) + 2 * np.cos(k_occ))
    root = magnon_root(flip, np.full(len(filled), 1 / sites), u_ring)
    ring_error = max(ring_error, abs(lowest - root))
assert ring_error < 1e-8

# ---- Square-lattice Stoner-Hubbard model ----
n_el, u_g, u_low, u_high = 0.4, 15.0, 12.0, 16.0
t_cold, t_warm = 0.05, 1.0
grid = 60
k_axis = 2 * np.pi * np.arange(grid) / grid
kx, ky = [a.ravel() for a in np.meshgrid(k_axis, k_axis, indexing="ij")]


def band(x, y):
    return -2.0 * (np.cos(x) + np.cos(y))


def occupations(delta, temp):
    e = band(kx, ky)

    def pair(mu):
        return (expit((mu - e + delta / 2) / temp),
                expit((mu - e - delta / 2) / temp))
    mu = brentq(lambda x: sum(f.mean() for f in pair(x)) - n_el,
                -60, 60, xtol=1e-13)
    return (*pair(mu), mu)


def moment(delta, temp):
    f_up, f_dn, _ = occupations(delta, temp)
    return f_up.mean() - f_dn.mean()


def stoner_splitting(u, temp):
    return brentq(lambda d: d - u * moment(d, temp), 1.0, u * n_el + 0.1,
                  xtol=1e-12)


def lattice_magnon(q, delta, temp, u_ladder):
    """Magnon energy at wave vector (q, 0)."""
    f_up, _, mu = occupations(delta, temp)
    e_shift = band(kx + q, ky)
    f_dn_shift = expit((mu - e_shift - delta / 2) / temp)
    return magnon_root(delta + e_shift - band(kx, ky),
                       (f_up - f_dn_shift) / grid**2, u_ladder)


delta_cold = stoner_splitting(u_g, t_cold)
m_cold = moment(delta_cold, t_cold)
assert abs(m_cold - n_el) < 1e-8                 # saturated magnet
gaps = {u: lattice_magnon(0.0, delta_cold, t_cold, u)
        for u in (u_g, u_low, u_high)}
assert abs(gaps[u_g]) < 1e-9
assert gaps[u_low] > 0 > gaps[u_high]
for u, gap in gaps.items():
    assert abs(gap - (delta_cold - u * m_cold)) < 1e-9

# Rigid shift: compare with a separately solved Stoner model of the ladder's U
delta_low = stoner_splitting(u_low, t_cold)
q_values = (np.pi / 4, np.pi / 2)
table = []
for q in q_values:
    consistent = lattice_magnon(q, delta_cold, t_cold, u_g)
    mismatched = lattice_magnon(q, delta_cold, t_cold, u_low)
    own_stoner = lattice_magnon(q, delta_low, t_cold, u_low)
    assert abs(mismatched - gaps[u_low] - own_stoner) < 1e-7
    table.append((q, consistent, mismatched, own_stoner))

# Stiffness after the two repairs, formula against numerical dispersion
f_major = occupations(delta_cold, t_cold)[0]
mean_cos = np.sum(f_major * np.cos(kx)) / f_major.sum()
mean_sin2 = np.sum(f_major * np.sin(kx)**2) / f_major.sum()
d_rescale = mean_cos - 4 * mean_sin2 / delta_cold
d_subtract = mean_cos - 4 * mean_sin2 / (u_low * m_cold)
q_small = 0.02
for u, stiffness in ((delta_cold / m_cold, d_rescale), (u_low, d_subtract)):
    rise = (lattice_magnon(q_small, delta_cold, t_cold, u)
            - lattice_magnon(0.0, delta_cold, t_cold, u))
    assert abs(rise / q_small**2 - stiffness) < 2e-3   # O(q^2) remainder
assert d_rescale > 0 and abs(d_rescale - d_subtract) > 0.01

# ---- Partial polarization: gap from nonlinear mean-field spin motion ----
delta_warm = stoner_splitting(u_g, t_warm)
f_up_w, f_dn_w, _ = occupations(delta_warm, t_warm)
m_warm = f_up_w.mean() - f_dn_w.mean()
assert 0.05 < m_warm < 0.99 * n_el
tilt = 0.1 * (1 + 0.5 * np.cos(kx))
spin_start = (f_up_w - f_dn_w) * np.array(
    [np.sin(tilt), np.zeros_like(tilt), np.cos(tilt)])


def precession_rate(u_ladder):
    """Start from splitting delta_warm; changes of the moment feed back by U_L."""
    def motion(_, flat):
        s = flat.reshape(3, -1)
        field = u_ladder * (s.mean(axis=1) - np.array([0, 0, m_warm]))
        field[2] += delta_warm
        return np.cross(s.T, field).T.ravel()
    end = solve_ivp(motion, (0, 1), spin_start.ravel(), method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1].reshape(3, -1)
    mx, my, _ = end.mean(axis=1)
    return -np.arctan2(my, mx)


rates = {u: precession_rate(u) for u in (u_g, u_low, u_high)}
for u, rate in rates.items():
    assert abs(rate - (delta_warm - u * m_warm)) < 1e-6
    assert abs(rate - lattice_magnon(0.0, delta_warm, t_warm, u)) < 1e-6

# ---- Self-consistent self-energy with a prescribed dynamic local W ----
w_static, w_bare, w_scale, temp = u_low, u_g, 10.0, t_warm
half = 128
freq = (2 * np.arange(-half, half) + 1) * np.pi * temp
transfer = freq[:, None] - freq[None, :]
w_dyn = w_bare - (w_bare - w_static) * w_scale**2 / (w_scale**2 + transfer**2)
axis = 2 * np.pi * np.arange(24) / 24
levels, counts = np.unique(
    np.round(band(axis[:, None], axis[None, :]), 10), return_counts=True)
level_weight = counts / counts.sum()


def green_k(mu, sigma):
    return 1.0 / (1j * freq[:, None] + mu - levels - sigma[:, None])


def fill(mu, sigmas):
    return sum(0.5 + temp * np.sum(green_k(mu, s) @ level_weight).real
               for s in sigmas)


sigmas = np.array([np.full(2 * half, -3.0), np.full(2 * half, 3.0)], complex)
for iteration in range(500):
    mu_dyn = brentq(lambda x: fill(x, sigmas) - n_el, -40, 40, xtol=1e-12)
    g_loc = np.array([green_k(mu_dyn, s) @ level_weight for s in sigmas])
    new_sigmas = -temp * g_loc @ w_dyn.T
    change = np.max(np.abs(new_sigmas - sigmas))   # residual of full equation
    # Exact relation sigma(-i w) = conj(sigma(i w)); without it, rounding
    # noise in a uniform imaginary shift can grow from pass to pass.
    sigmas = 0.5 * (new_sigmas + new_sigmas[:, ::-1].conj())
    if change < 1e-10:
        break
assert change < 1e-10
mu_dyn = brentq(lambda x: fill(x, sigmas) - n_el, -40, 40, xtol=1e-12)
g_up, g_dn = [green_k(mu_dyn, s) for s in sigmas]
g_loc = np.array([g_up @ level_weight, g_dn @ level_weight])
m_dyn = temp * np.sum(g_loc[0] - g_loc[1]).real
split_dyn = sigmas[1] - sigmas[0]
assert m_dyn > 0.05


def leading_eigenvalue(interaction, g_left, g_right):
    bubble = (g_left * g_right) @ level_weight
    values = np.linalg.eigvals(-temp * interaction * bubble[None, :])
    return values[np.argmax(values.real)]


lam_same = leading_eigenvalue(w_dyn, g_up, g_dn)
lam_static = leading_eigenvalue(np.full_like(w_dyn, w_static), g_up, g_dn)
lam_bare = leading_eigenvalue(np.full_like(w_dyn, w_bare), g_up, g_dn)
assert abs(lam_same - 1) < 1e-7
assert lam_static.real < 0.99 and lam_bare.real > 1.01
# Growth per pass of a symmetry-breaking imaginary shift, for each spin
noise_growth = max(leading_eigenvalue(w_dyn, g, g).real for g in (g_up, g_dn))


# First-order change of the spin-traced polarization under a change of G
def polarization(size, spin_matrix):
    g = np.zeros((2 * half, 2, 2), complex)
    g[:, 0, 0], g[:, 1, 1] = g_loc
    g += size * (g_loc[0] - g_loc[1])[:, None, None] * spin_matrix
    return temp * np.einsum("nab,nba->", g[:-1], g[1:])


step = 1e-3
slope_trans, slope_long = [
    abs(polarization(step, s) - polarization(-step, s)) / (2 * step)
    for s in (np.array([[0, 1], [1, 0]]), np.array([[1, 0], [0, -1]]))]
assert slope_trans < 1e-10 and slope_long > 1e-4

# ---- Numbers for the text ----
print(f"Ring: sites {sites}, up electrons {len(filled)}, U = {u_ring:.1f} t")
print(f"Ring: residual of (H-E) S^-|F> = {rotation_residual:.1e} t")
print(f"Ring: largest |projected H - ladder root| = {ring_error:.1e} t")
print(f"Square lattice: n = {n_el:.2f} per site, grid {grid} x {grid}")
print(f"U generating the splitting in G = {u_g:.1f} t")
print(f"Cold case: temperature = {t_cold:.2f} t")
print(f"Cold case: moment m = {m_cold:.4f} per site")
print(f"Cold case: splitting Delta = {delta_cold:.4f} t")
for u, gap in gaps.items():
    print(f"Cold gap, ladder U = {u:.1f} t: {round(gap, 4) + 0.0:.4f} t")
print(f"Stoner splitting for U = {u_low:.1f} t: {delta_low:.4f} t")
for q, consistent, mismatched, own_stoner in table:
    print(f"q = {q / np.pi:.2f} pi along x:")
    print(f"  G from {u_g:.0f} t, ladder {u_g:.0f} t: {consistent:.4f} t")
    print(f"  G from {u_g:.0f} t, ladder {u_low:.0f} t: {mismatched:.4f} t")
    print(f"  G from {u_low:.0f} t, ladder {u_low:.0f} t: {own_stoner:.4f} t")
print(f"Majority average of cos kx = {mean_cos:.4f}")
print(f"Majority average of sin^2 kx = {mean_sin2:.4f}")
print(f"D after rescaling ladder U to Delta/m = {d_rescale:.4f} t a^2")
print(f"D after subtracting the gap (U_L = 12 t) = {d_subtract:.4f} t a^2")
print(f"Ratio of the two stiffnesses = {d_rescale / d_subtract:.3f}")
print(f"Warm case: temperature = {t_warm:.2f} t")
print(f"Warm case: moment m = {m_warm:.4f} per site")
print(f"Warm case: splitting Delta = {delta_warm:.4f} t")
for u, rate in rates.items():
    rate_clean = round(rate, 4) + 0.0
    print(f"Warm precession rate, ladder U = {u:.1f} t: {rate_clean:.4f} t")
print(f"Dynamic W: zero-frequency value = {w_static:.1f} t")
print(f"Dynamic W: high-frequency value = {w_bare:.1f} t")
print(f"Dynamic W: screening energy = {w_scale:.1f} t")
print(f"Dynamic W: temperature = {temp:.2f} t, {2 * half} frequencies")
print(f"Dynamic W: passes to convergence = {iteration + 1}")
print(f"Dynamic W: growth of asymmetric noise per pass = {noise_growth:.3f}")
print(f"Dynamic W: moment = {m_dyn:.4f} per site")
print(f"Splitting, lowest frequency = {split_dyn[half].real:.4f} t")
print(f"Splitting, highest frequency = {split_dyn[-1].real:.4f} t")
print(f"Ladder eigenvalue, same dynamic W = {lam_same.real:.6f}")
print(f"Ladder eigenvalue, static W(0) = {lam_static.real:.4f}")
print(f"Ladder eigenvalue, bare value = {lam_bare.real:.4f}")
print(f"Polarization slope, transverse dG = {slope_trans:.1e} 1/t")
print(f"Polarization slope, longitudinal dG = {slope_long:.1e} 1/t")
print("all good")
```

Running it gives:

```
Ring: sites 6, up electrons 3, U = 15.0 t
Ring: residual of (H-E) S^-|F> = 6.6e-15 t
Ring: largest |projected H - ladder root| = 3.6e-15 t
Square lattice: n = 0.40 per site, grid 60 x 60
U generating the splitting in G = 15.0 t
Cold case: temperature = 0.05 t
Cold case: moment m = 0.4000 per site
Cold case: splitting Delta = 6.0000 t
Cold gap, ladder U = 15.0 t: 0.0000 t
Cold gap, ladder U = 12.0 t: 1.2000 t
Cold gap, ladder U = 16.0 t: -0.4000 t
Stoner splitting for U = 12.0 t: 4.8000 t
q = 0.25 pi along x:
  G from 15 t, ladder 15 t: 0.0919 t
  G from 15 t, ladder 12 t: 1.2400 t
  G from 12 t, ladder 12 t: 0.0400 t
q = 0.50 pi along x:
  G from 15 t, ladder 15 t: 0.3658 t
  G from 15 t, ladder 12 t: 1.3777 t
  G from 12 t, ladder 12 t: 0.1777 t
Majority average of cos kx = 0.4942
Majority average of sin^2 kx = 0.5172
D after rescaling ladder U to Delta/m = 0.1495 t a^2
D after subtracting the gap (U_L = 12 t) = 0.0633 t a^2
Ratio of the two stiffnesses = 2.362
Warm case: temperature = 1.00 t
Warm case: moment m = 0.3852 per site
Warm case: splitting Delta = 5.7781 t
Warm precession rate, ladder U = 15.0 t: 0.0000 t
Warm precession rate, ladder U = 12.0 t: 1.1556 t
Warm precession rate, ladder U = 16.0 t: -0.3852 t
Dynamic W: zero-frequency value = 12.0 t
Dynamic W: high-frequency value = 15.0 t
Dynamic W: screening energy = 10.0 t
Dynamic W: temperature = 1.00 t, 256 frequencies
Dynamic W: passes to convergence = 34
Dynamic W: growth of asymmetric noise per pass = 1.661
Dynamic W: moment = 0.3480 per site
Splitting, lowest frequency = 4.6188 t
Splitting, highest frequency = 5.2201 t
Ladder eigenvalue, same dynamic W = 1.000000
Ladder eigenvalue, static W(0) = 0.8506
Ladder eigenvalue, bare value = 1.0633
Polarization slope, transverse dG = 0.0e+00 1/t
Polarization slope, longitudinal dG = 5.2e-02 1/t
all good
```
